# Site Exclusion and the Saturation of Oxygen Vacancies in Oxide Films

## The situation

A thin oxide film is heated in a chamber containing a little oxygen gas. Some oxygen atoms leave the film, pair up as O$_2$, and leave vacancies behind. A simple estimate of the vacancy density is a Boltzmann factor times the density of oxygen sites. When the film is hot and the gas thin, this estimate can exceed the number of sites that could be emptied. The fault lies in the counting: a site that is already vacant cannot lose a second oxygen atom.

## Model and conventions

The cation framework is fixed, so the sample has a fixed number $S$ of available oxygen sites, with density $N$. Each site is filled or vacant. The sites are at first identical, independent and neutral. The number of vacancies is $n$, their density $c$, and the occupation by vacancies is $\theta=n/S=c/N$.

The energy $\varepsilon$ is the cost of moving one oxygen atom from a site into half an O$_2$ molecule. That molecule is at rest, does not rotate, and is in its lowest vibrational state. The oxygen chemical potential $\Delta\mu$ is measured from the same half molecule.

A filled site has internal partition function $z_O$, a vacant one $z_V$, and $g=z_V/z_O$. The algebra uses atomic units ($\hbar=m_e=e=1$), with Boltzmann's constant $k$ kept explicit.

## Counting the film and the gas together

Let film and gas form a closed system at temperature $T$. If the gas holds $M_0$ molecules when no site is vacant, it holds $M=M_0+n/2$ when $n$ are vacant. With $q$ the partition function of one gas molecule, the probability of finding $n$ vacancies is

$$P(n)\propto \frac{S!}{n!\,(S-n)!}\;g^n e^{-n\varepsilon/kT}\;\frac{q^M}{M!}.$$

The first factor counts the choices of $n$ different sites. The factor $g^n$ comes from $z_O^{S-n}z_V^n=z_O^S g^n$, whose constant part drops out. The $M!$ appears because the molecules are indistinguishable.

For large numbers, $\ln x!\approx x\ln x-x$, whose derivative is $\ln x$. Since $dM/dn=1/2$,

$$\frac{d\ln P}{dn}=-\ln n+\ln(S-n)+\ln g-\frac{\varepsilon}{kT}+\frac12\ln q-\frac12\ln M .$$

The second derivative, $-1/n-1/(S-n)-1/(4M)$, is negative, so the zero of the first is a maximum. In a large sample the peak is relatively narrow, and its position gives the mean:

$$\frac{n}{S-n}=g\,e^{-\varepsilon/kT}\left(\frac qM\right)^{1/2}.$$

The square root is there because one vacancy supplies half a molecule. The molecular chemical potential is

$$\mu_{O_2}=-kT\frac{\partial}{\partial M}\ln\frac{q^M}{M!}=-kT\ln\frac qM ,$$

and $\Delta\mu=\mu_{O_2}/2$. Hence $(q/M)^{1/2}=e^{-\Delta\mu/kT}$, and

$$\frac{\theta}{1-\theta}=w,\qquad w=g\,e^{-G/kT},\qquad G=\varepsilon+\Delta\mu .$$

Solving $\theta=w(1-\theta)$ gives the result:

$$c=\frac{Nw}{1+w}=\frac{N}{1+g^{-1}e^{G/kT}}<N .$$

This has the form of a Fermi function because a site, like an electron state, has two allowed occupations. The exclusion is classical; no quantum statistics of vacancies is involved.

## What exclusion changes

Hold the gas fixed, so that $w$ is a given number. With exclusion, the sum over all arrangements is

$$\sum_n\frac{S!}{n!(S-n)!}w^n=(1+w)^S,$$

and the mean is $w\,d\ln(1+w)^S/dw=Sw/(1+w)$.

Now drop the exclusion: let each of the $n$ vacancies choose any of the $S$ sites, already vacant or not, and divide by $n!$ because vacancies are indistinguishable. The binomial count is replaced by $S^n/n!$, in which a site holding $k$ vacancies carries the weight $1/k!$. The sum becomes $e^{Sw}$, and the mean is $w\,d(Sw)/dw=Sw$. This is the Boltzmann estimate, $c_B=Nw$. The two results differ through the counting factor alone.

Three consequences follow.

- For $w\ll1$, $c\approx Nw$: vacancies are rare and exclusion hardly matters.
- For $w\gg1$, $N-c=N/(1+w)\approx N/w$: the remaining oxygen atoms are now the rare species.
- At any $w$, $c_B/c-1=w$. The Boltzmann excess, relative to the correct density of this model, is $w$ itself.

The bound also relies on $S$ being fixed. In an elemental crystal, an atom removed from the interior may settle on the surface and create a new site. With $S_0$ atoms there are then $S_0+n$ sites, and the count is $(S_0+n)!/(n!\,S_0!)$. Maximizing with weight $w$ per vacancy gives $n/(S_0+n)=w$, or $n=S_0w/(1-w)$ for $w<1$. This can exceed the original number of sites. Oxygen exchange with a fixed cation framework belongs to the first case.

## The oxygen gas

The chemical potential requires $q$. Along one edge $L$ of a box, a molecule of mass $m$ has energies $\pi^2j^2/(2mL^2)$. For a large box the sum over $j$ becomes a Gaussian integral:

$$\int_0^\infty e^{-\pi^2j^2/(2mL^2kT)}dj=L\sqrt{\frac{mkT}{2\pi}}=\frac L\lambda,\qquad \lambda=\sqrt{\frac{2\pi}{mkT}} .$$

Three directions give $V/\lambda^3$. The internal factors are as follows.

- Rotation: the energies are $BK(K+1)$ with degeneracy $2K+1$, where $B=1/(2I)$ and $I=md^2/4$ for bond length $d$. The symmetry of two identical spinless nuclei permits odd $K$ alone in the electronic ground state. For $kT\gg B$ this halves the full sum $kT/B$, so $z_{rot}=kT/(2B)$. The level $K=0$ is absent, but its energy still serves as the zero.
- Vibration: with quantum $\Omega$ and energies counted from the lowest state, $z_{vib}=1/(1-e^{-\Omega/kT})$.
- Electron spin: the triplet ground state gives $z_{spin}=3$.

With $pV=MkT$, $q/M=kT\,z_{rot}z_{vib}z_{spin}/(p\lambda^3)$, and

$$\Delta\mu=\frac{kT}{2}\ln\frac{p\lambda^3}{kT\,z_{rot}z_{vib}z_{spin}} .$$

## Response to pressure and temperature

At fixed temperature $w\propto p^{-1/2}$. Let $p_{1/2}$ be the pressure at which $w=1$. Then $w=(p_{1/2}/p)^{1/2}$, and

$$\theta=\frac{1}{1+(p/p_{1/2})^{1/2}} .$$

From $\ln\theta=\ln w-\ln(1+w)$ comes $d\ln\theta/d\ln w=1-w/(1+w)=1-\theta$. Therefore

$$\frac{d\ln c}{d\ln p}=-\frac{1-\theta}{2}.$$

The dilute slope $-1/2$ fades to zero as the sites empty. This holds for neutral, identical sites; ionized vacancies give a weaker slope, as shown below.

For temperature, set $\beta=1/kT$ and hold $p$ and $g$ fixed. In $\beta\Delta\mu$ the logarithm contains $\lambda^3\propto\beta^{3/2}$, $1/kT=\beta$ and $1/z_{rot}\propto\beta$, together $\beta^{7/2}$. Thus

$$\frac{d(\beta\Delta\mu)}{d\beta}=\frac12\left[\frac72kT+\frac{\Omega}{e^{\Omega/kT}-1}\right]=\frac{h}{2},$$

where $h$ is the enthalpy per molecule. Since $\ln w=\ln g-\beta\varepsilon-\beta\Delta\mu$,

$$\frac{d\ln c}{d\beta}=-(1-\theta)H,\qquad H=\varepsilon+\frac h2 .$$

For neutral, identical sites with constant $g$, an Arrhenius plot therefore has the apparent activation energy $(1-\theta)H$. Near saturation, a small slope does not mean a small removal energy.

## Worked example: a vacuum anneal

Take a 30 nm film at 600 K, where $kT=0.0517$ eV. Let $N=5\times10^{20}$ cm$^{-3}$ weakly bound sites have $\varepsilon=1.10$ eV and $g=1$. The gas is O$_2$ at $10^{-6}$ Torr. For the molecule the model inputs are a mass of 32 atomic mass units, $d=1.21$ Å and $\Omega=0.196$ eV; only the first two figures of $d$ and $\Omega$ are meant to describe real O$_2$. These give $\lambda=0.126$ Å, $z_{rot}=145$ and $z_{vib}=1.02$.

The gas formula gives $\Delta\mu=-1.139$ eV, so

$$G=1.100-1.139=-0.039\ \text{eV},\qquad w=e^{0.0394/0.0517}=2.14 .$$

The two estimates are

$$c_B=2.14\,N=1.07\times10^{21}\ \text{cm}^{-3},\qquad c=\frac{2.14}{3.14}N=3.4\times10^{20}\ \text{cm}^{-3}.$$

The second equals $3.4\times10^{-4}$ Å$^{-3}$. The Boltzmann estimate demands more than twice the available sites; exclusion leaves 68% of them vacant. Spectroscopic O$_2$ levels in place of the rigid rotor and harmonic oscillator shift $\Delta\mu$ by under 0.2 meV and $w$ by 0.3%, to 2.15; the 68% is unchanged. The half-filling pressure is $p_{1/2}=pw^2=4.6\times10^{-6}$ Torr.

Now raise the O$_2$ pressure to 160 Torr, roughly its share of air, at the same temperature. The potential rises by $(kT/2)\ln(1.6\times10^8)=0.488$ eV, so $G=0.449$ eV and $w=1.7\times10^{-4}$. Both formulas then give $8.5\times10^{16}$ cm$^{-3}$.

At fixed $p=10^{-6}$ Torr, the temperature dependence is:

| $T$ (K) | $c_B$ (cm$^{-3}$) | $c$ (cm$^{-3}$) |
|---|---|---|
| 450 | $5.34\times10^{17}$ | $5.33\times10^{17}$ |
| 550 | $1.32\times10^{20}$ | $1.05\times10^{20}$ |
| 600 | $1.07\times10^{21}$ | $3.41\times10^{20}$ |
| 700 | $2.95\times10^{22}$ | $4.92\times10^{20}$ |

The Boltzmann estimate reaches $N$ at 581 K, where $w=1$ and the sites are half vacant. At 600 K, $H=1.19$ eV, but the apparent activation energy is $(1-0.68)H=0.38$ eV.

## Charged vacancies and unequal sites

A vacancy of charge $+Q$ gives $Q$ electrons to a reservoir with Fermi level $E_F$. Its weight is $w_Q=g_Q\exp[-(\varepsilon_Q+\Delta\mu+QE_F)/kT]$. All charge states compete for the same site, so

$$\theta_Q=\frac{w_Q}{1+\sum_{Q'}w_{Q'}} .$$

Their sum is below one, but $E_F$ must be found from charge neutrality. Consider neutral and doubly charged vacancies, equally likely when $E_F$ lies a depth $D_t$ below the conduction-band edge. With $E_F$ measured from that edge, $w_2=w_0e^{-2(E_F+D_t)/kT}$. Omitting holes and single charges, neutrality is $n_e=2N\theta_2$, where for effective mass $m^*$

$$n_e=\frac{(2m^*kT)^{3/2}}{2\pi^2}\int_0^\infty\frac{\sqrt x\,dx}{1+e^{x-E_F/kT}} .$$

I solve this numerically at 600 K with $m^*=0.30$. In vacuum, a level 0.1 eV deep gives $n_e=1.0\times10^{19}$ cm$^{-3}$, yet the total vacancy density rises by under 1%. This vacuum result is only formal: the vacancies are about 1.4 nm apart, while an electron bound by 0.1 eV has a wavefunction that decays over roughly $1/\sqrt{2m^*D_t}=1.1$ nm. Neighbouring states overlap, and a single isolated level is no longer a sound assumption. At 160 Torr the same level raises the total vacancy density from $8.5\times10^{16}$ to $4.7\times10^{17}$ cm$^{-3}$. There the dilute rules for neutral vacancies fail: $d\ln c/d\ln p$ is about $-0.2$ instead of $-1/2$, and the apparent activation energy is 0.63 eV instead of 1.19 eV. With a level 0.5 eV deep the rise at 160 Torr is about 3%. That figure assumes bulk neutrality: with $n_e=4.5\times10^{15}$ cm$^{-3}$ and a relative permittivity of 10 to 16, the Debye length is 80 to 100 nm, longer than the film is thick, so surfaces and contacts would set $E_F$ instead. Singly charged vacancies, left out here, would make these rises larger.

In an amorphous film the removal energies also differ from site to site. Independent sites are simply averaged, each with its own $w$. For a Gaussian spread $\sigma$, completing the square shows that the mean Boltzmann weight grows by $e^{\sigma^2/2(kT)^2}$, a factor 6.5 for $\sigma=0.10$ eV. Numerical averaging of the full occupation gives $1.1\times10^{-3}$ at 160 Torr instead of $1.7\times10^{-4}$, and the apparent activation energy there falls from 1.19 to 0.98 eV. In vacuum it gives 0.62 instead of 0.68.

The fall in vacuum has a simple origin. For $g=1$, $\theta=\frac12(1+\tanh a)$ with $a=-G/2kT$, here positive. Energy shifts of either sign are equally likely, and

$$\tfrac12[\tanh(a+x)+\tanh(a-x)]=\frac{\sinh2a}{\cosh2a+\cosh2x}\le\tanh a .$$

A symmetric spread therefore pulls the occupation towards one half.

## Other limits of the model

**Repulsion.** Suppose each vacancy raises the energy of all others equally, with total energy $Jn^2/(2S)$. One further vacancy then costs an additional $J\theta$, so $\theta/(1-\theta)=we^{-J\theta/kT}$. For $J=0.10$ eV the numerical solution in vacuum is $\theta=0.47$. The bound survives, but the simple Fermi form does not.

**Vibrations.** Let the removed atom take away three modes of quantum $\omega$ and leave the others unchanged. Each has the partition function $\sum_v e^{-(v+1/2)\omega/kT}=1/[2\sinh(\omega/2kT)]$, so $g=[2\sinh(\omega/2kT)]^3$. Here $\varepsilon$ must exclude the film's zero-point energy, which $g$ now contains. For $\omega=0.04$ eV, $g=0.50$ and the vacuum occupation is 0.52; for 0.06 eV, $g=1.85$ and it is 0.80. These values set the zero-point-free $\varepsilon$ to 1.10 eV, so the ground-state removal cost is $\varepsilon-3\omega/2$, or 1.04 and 1.01 eV. If 1.10 eV is kept as the ground-state cost instead, $g=(1-e^{-\omega/kT})^3$ is always below one: 0.16 and 0.32, with occupations 0.25 and 0.41.

**Time.** Equilibrium requires oxygen to cross the film. Take constant diffusivity $D$, a sealed back face, fast surface exchange and an initially uniform departure from equilibrium. With $x$ measured from the open face, a uniform departure of one is the sum of the modes $\sin[(2j+1)\pi x/2L]$ with coefficients $4/[(2j+1)\pi]$. Each mode decays at the rate $(2j+1)^2\pi^2D/4L^2$ and has the mean $2/[(2j+1)\pi]$ over the film. Averaged over the film, this leaves a fraction

$$\sum_{j=0}^{\infty}\frac{8}{(2j+1)^2\pi^2}\,e^{-(2j+1)^2\pi^2Dt/4L^2}$$

of the initial departure from equilibrium, with $L$ now the film thickness. At $Dt=L^2$ about 7% remains. A one-hour anneal of 30 nm thus needs roughly $D=2.5\times10^{-15}$ cm$^2$/s. Fast surface exchange is a separate condition. At $10^{-6}$ Torr about $2.5\times10^{14}$ molecules strike each cm$^2$ per second, and near equilibrium the exchange rate is this flux times the dissociative sticking probability. With the same $D$ and a linearized exchange, the fraction remaining after one hour is 11% for a sticking probability of $10^{-3}$, 44% for $10^{-4}$ and 90% for $10^{-5}$. Trapping at weak sites can make the real $D$ depend on occupation, so this is a scale, not a prediction.

## Relation to real films

The example is set in the regime of amorphous-oxide transistor channels, for which tens of nanometres and an anneal near 600 K are reasonable rough values. The pressure in the formulas is that of O$_2$ alone, in equilibrium with the film. In a real vacuum chamber, residual hydrogen and water can react with the film and set a much lower oxygen potential, so the total pressure on a gauge cannot simply be used for $p$. The density of weak sites and their removal energy are assumptions. The value 1.10 eV is low, chosen to represent a weakly bound minority. If ordinary sites number $5\times10^{22}$ cm$^{-3}$ and cost 2.5 eV, the same vacuum empties about $2\times10^{11}$ cm$^{-3}$ of them, which is negligible here. The weak-site vacancies then amount to about 0.7% of the ordinary site density. Emptying a large part of the whole oxygen sublattice would change the host itself, and a fixed $\varepsilon$ could no longer be assumed.

Real amorphous films break the assumption of identical, independent sites. Changing one effect at a time, the values tried above for spread, repulsion and vibrations move the vacuum occupation between 0.25 and 0.80. At 160 Torr, the energy spread raises the vacancy density about sixfold, and the shallow donor level raises it five- to sixfold when single charges are omitted. The removal energy matters as much: a change of $kT\ln10=0.12$ eV alters $w$ tenfold. The bound $c<N$ is therefore firmer than any particular density below it, provided the number of available sites is fixed.

All numerical values are calculated from the stated model.
